**Singlet weight in an sp configuration, tested by two-electron diagonalization**

The program tests w = ½[1 − √(1 − 8Δ²/(9D²))], where w is the singlet weight of the lower J = 1 level, Δ is the J = 0 to J = 2 interval and D is the separation of the two J = 1 levels. It builds the twelve antisymmetrized sp states from spin orbitals, with Gaussian Coulomb integrals and explicit angular-momentum matrices, and diagonalizes each J sector. It asserts that the intervals, the singlet-triplet coupling and the singlet weight agree with the formulas for four exchange strengths, including zero. It also asserts the weight formula (Δ/3 − x)/D for three altered couplings, where x is the interval from J = 0 to the lower J = 1 level. For rough mercury intervals the output gives a spin-orbit parameter of 0.527 eV and a singlet weight of 4.5 percent. The one-parameter model predicts x = 0.183 eV against the rough input of 0.22 eV, and freeing the coupling to match x lowers the weight to 2.4 percent. The program asserts that the two weights stay apart over the rounding ranges of the inputs.

## Program and output

```python
"""
Result under test: for an sp configuration with one spin-orbit parameter,
  zeta = 2*Delta/3,
  w = (1 - sqrt(1 - 8*Delta^2/(9*D^2)))/2.
Delta: interval from J=0 to J=2; D: separation of the two J=1 levels;
w: singlet weight of the lower J=1 level; K: s-p exchange integral;
x: interval from J=0 to the lower J=1 level; V: singlet-triplet coupling;
lam: factor multiplying V when the coupling is allowed to differ.
The independent side diagonalizes antisymmetrized two-electron states.
Mercury inputs are rough measured intervals rounded to two figures.
"""
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto

# Coulomb integrals for one s and three p Gaussian orbitals on one centre.
# The element label only carries the basis; no atomic energy is computed.
mol = gto.M(atom="Be 0 0 0", verbose=0,
            basis={"Be": [[0, [0.25, 1.0]], [1, [0.15, 1.0]]]})
eri = mol.intor("int2e")
direct = eri[0, 0, 1:, 1:]
exchange = eri[0, 1:, 0, 1:]
K_raw = exchange[0, 0]
assert np.allclose(direct, direct[0, 0] * np.eye(3), atol=1e-10)
assert np.allclose(exchange, K_raw * np.eye(3), atol=1e-10)
assert K_raw > 0

# Angular momentum matrices in the basis (s, px, py, pz) times spin.
epsilon = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    epsilon[a, b, c] = 1
    epsilon[a, c, b] = -1
orbital = np.zeros((3, 4, 4), complex)
orbital[:, 1:, 1:] = -1j * epsilon
spin = 0.5 * np.array([[[0, 1], [1, 0]],
                       [[0, -1j], [1j, 0]],
                       [[1, 0], [0, -1]]], complex)
I2, I4, I8 = np.eye(2), np.eye(4), np.eye(8)


def two_body_sum(one_body):
    return np.kron(one_body, I8) + np.kron(I8, one_body)


spin_total = [two_body_sum(np.kron(I4, s)) for s in spin]
j_total = [two_body_sum(np.kron(l, I2) + np.kron(I4, s))
           for l, s in zip(orbital, spin)]
spin_orbit = two_body_sum(sum(np.kron(l, s) for l, s in zip(orbital, spin)))
coulomb = np.einsum("ikjl,ac,bd->iajbkcld", eri, I2, I2).reshape(64, 64)

# Twelve normalized antisymmetric states of the sp configuration.
states = np.zeros((64, 12))
for column, (s_index, p_index) in enumerate(product(range(2), range(2, 8))):
    states[8 * s_index + p_index, column] = 1 / np.sqrt(2)
    states[8 * p_index + s_index, column] = -1 / np.sqrt(2)


def project(operator):
    return states.T @ operator @ states


spin_squared = project(sum(s @ s for s in spin_total))
singlet = np.eye(12) - spin_squared / 2
triplet = np.eye(12) - singlet
j_squared = project(sum(j @ j for j in j_total))
j_values, j_vectors = np.linalg.eigh(j_squared)
coulomb_sp = project(coulomb)
spin_orbit_sp = project(spin_orbit)


def diagonalize(zeta, K, lam=1.0):
    """Return Delta, D, x, singlet weight and coupling from matrices."""
    H = coulomb_sp * (K / K_raw) + zeta * spin_orbit_sp
    mixed = singlet @ H @ triplet
    H = H + (lam - 1) * (mixed + mixed.conj().T)
    energies, vectors = {}, {}
    for J in (0, 1, 2):
        basis = j_vectors[:, np.abs(j_values - J * (J + 1)) < 1e-8]
        values, local = np.linalg.eigh(basis.conj().T @ H @ basis)
        energies[J], vectors[J] = values, basis @ local
    assert [len(energies[J]) for J in (0, 1, 2)] == [1, 6, 5]
    assert np.ptp(energies[1][:3]) < 1e-9
    assert np.ptp(energies[1][3:]) < 1e-9
    for J in (0, 2):
        assert np.linalg.norm(singlet @ vectors[J]) < 1e-8
    E0, E2 = energies[0][0], energies[2].mean()
    low, high = energies[1][:3].mean(), energies[1][3:].mean()
    weight = np.linalg.norm(singlet @ vectors[1][:, :3])**2 / 3
    coupling = np.linalg.norm(singlet @ H @ triplet) / np.sqrt(3)
    return np.array([E2 - E0, high - low, low - E0, weight, coupling])


def singlet_weight(Delta, D):
    return (1 - np.sqrt(1 - 8 * Delta**2 / (9 * D**2))) / 2


# Formulas against diagonalization, from weak to strong relative exchange.
weights_same_zeta = []
for K in (0.0, 0.2, 0.7, 2.0):
    zeta = 0.6
    Delta, D, x, weight, coupling = diagonalize(zeta, K)
    assert np.isclose(Delta, 1.5 * zeta, atol=1e-9)
    assert np.isclose(coupling, zeta / np.sqrt(2), atol=1e-9)
    assert np.isclose(D, np.sqrt((2*K + zeta/2)**2 + 2*zeta**2), atol=1e-9)
    assert np.isclose(x, K + 0.75*zeta - D/2, atol=1e-9)
    assert np.isclose(weight, singlet_weight(Delta, D), atol=1e-9)
    assert np.isclose((coupling/D)**2, weight*(1-weight), atol=1e-9)
    weights_same_zeta.append(weight)
assert np.isclose(weights_same_zeta[0], 1/3, atol=1e-9)
assert np.all(np.diff(weights_same_zeta) < -0.001)
for lam in (0.5, 0.8, 1.2):
    Delta, D, x, weight, coupling = diagonalize(0.6, 0.7, lam)
    assert np.isclose(weight, (Delta/3 - x)/D, atol=1e-9)

# Mercury: rough intervals in eV and their half rounding widths.
Delta_in, D_in, x_in = 0.79, 1.8, 0.22
Delta_half, D_half, x_half = 0.005, 0.05, 0.005
zeta = 2 * Delta_in / 3
V = zeta / np.sqrt(2)
diagonal_gap = np.sqrt(D_in**2 - 4*V**2)
K = (diagonal_gap - zeta/2) / 2
w = singlet_weight(Delta_in, D_in)
theta = np.degrees(np.arcsin(np.sqrt(w)))
model = diagonalize(zeta, K)
assert np.allclose(model[[0, 1, 3]], [Delta_in, D_in, w], atol=1e-9)
x_model = model[2]

# Let the coupling vary so that the third interval is reproduced as well.
w_free = (Delta_in/3 - x_in) / D_in
V_free = D_in * np.sqrt(w_free*(1-w_free))
lam_free = V_free / V
K_free = (D_in*(1-2*w_free) - zeta/2) / 2
free_model = diagonalize(zeta, K_free, lam_free)
assert np.allclose(free_model[:4], [Delta_in, D_in, x_in, w_free], atol=1e-9)

# Both weights are monotonic in every input, so corners give the extremes.
w_corners, free_corners = [], []
for a, b, c in product((-1, 1), repeat=3):
    Dt, Dg, xx = (Delta_in+a*Delta_half, D_in+b*D_half, x_in+c*x_half)
    w_corners.append(singlet_weight(Dt, Dg))
    free_corners.append((Dt/3 - xx) / Dg)
assert max(free_corners) < min(w_corners)

hartree_eV = physical_constants["Hartree energy in eV"][0]
eV_to_cm = physical_constants["electron volt-inverse meter relationship"][0]/100
print(f"Input J=0 to J=2 interval Delta (rough): {Delta_in:.2f} eV")
print(f"Input J=1 level separation D (rough): {D_in:.1f} eV")
print(f"Input J=0 to J=1 interval x (rough): {x_in:.2f} eV")
print(f"Half rounding width of Delta: {Delta_half:.3f} eV")
print(f"Half rounding width of D: {D_half:.2f} eV")
print(f"Half rounding width of x: {x_half:.3f} eV")
print(f"Spin-orbit parameter zeta: {zeta:.4f} eV")
print(f"zeta converted: {zeta*eV_to_cm:.0f} cm^-1")
print(f"zeta converted: {zeta/hartree_eV:.5f} hartree")
print(f"Singlet-triplet coupling V: {V:.4f} eV")
print(f"Unmixed J=1 separation: {diagonal_gap:.4f} eV")
print(f"Exchange integral K: {K:.4f} eV")
print(f"sin(2 theta): {2*V/D_in:.4f} (dimensionless)")
print(f"Mixing angle theta: {theta:.2f} degrees")
print(f"Singlet weight w: {100*w:.2f} percent")
print(f"Triplet weight 1-w: {100*(1-w):.2f} percent")
print(f"Estimate V^2/D^2: {100*(V/D_in)**2:.2f} percent")
print(f"Estimate V^2/(unmixed gap)^2: {100*(V/diagonal_gap)**2:.2f} percent")
print(f"Singlet weight at K=0: {100*weights_same_zeta[0]:.2f} percent")
print(f"Predicted J=0 to J=1 interval: {x_model:.4f} eV")
print(f"Input x minus predicted x: {x_in-x_model:.4f} eV")
print(f"Unmixed J=0 to J=1 interval Delta/3: {Delta_in/3:.4f} eV")
print(f"Downward J=1 shift Delta/3-x: {Delta_in/3-x_in:.4f} eV")
print(f"Singlet weight with free coupling: {100*w_free:.2f} percent")
print(f"Free coupling: {V_free:.4f} eV")
print(f"Coupling factor lambda: {lam_free:.3f} (dimensionless)")
print(f"Exchange integral with free coupling: {K_free:.4f} eV")
print(f"Rounding range of w, low: {100*min(w_corners):.2f} percent")
print(f"Rounding range of w, high: {100*max(w_corners):.2f} percent")
print(f"Free-coupling range, low: {100*min(free_corners):.2f} percent")
print(f"Free-coupling range, high: {100*max(free_corners):.2f} percent")
print("checks complete")
```

Printed output:

```
Input J=0 to J=2 interval Delta (rough): 0.79 eV
Input J=1 level separation D (rough): 1.8 eV
Input J=0 to J=1 interval x (rough): 0.22 eV
Half rounding width of Delta: 0.005 eV
Half rounding width of D: 0.05 eV
Half rounding width of x: 0.005 eV
Spin-orbit parameter zeta: 0.5267 eV
zeta converted: 4248 cm^-1
zeta converted: 0.01935 hartree
Singlet-triplet coupling V: 0.3724 eV
Unmixed J=1 separation: 1.6387 eV
Exchange integral K: 0.6877 eV
sin(2 theta): 0.4138 (dimensionless)
Mixing angle theta: 12.22 degrees
Singlet weight w: 4.48 percent
Triplet weight 1-w: 95.52 percent
Estimate V^2/D^2: 4.28 percent
Estimate V^2/(unmixed gap)^2: 5.16 percent
Singlet weight at K=0: 33.33 percent
Predicted J=0 to J=1 interval: 0.1827 eV
Input x minus predicted x: 0.0373 eV
Unmixed J=0 to J=1 interval Delta/3: 0.2633 eV
Downward J=1 shift Delta/3-x: 0.0433 eV
Singlet weight with free coupling: 2.41 percent
Free coupling: 0.2759 eV
Coupling factor lambda: 0.741 (dimensionless)
Exchange integral with free coupling: 0.7250 eV
Rounding range of w, low: 4.18 percent
Rounding range of w, high: 4.82 percent
Free-coupling range, low: 1.98 percent
Free-coupling range, high: 2.86 percent
checks complete
```
